# Frequency shifts from moved high-contrast boundaries: comment on a perturbation estimate

**The argument under review**

The manuscript considers a grating of diamond ridges separated by air slots and asks how the photon energy of one of its modes changes when etching leaves the ridges slightly too wide. Its reasoning has three steps.

1. A small change $\Delta\varepsilon$ of the permittivity shifts the frequency by
$$\frac{\Delta\omega}{\omega}=-\frac12\,\frac{\int\Delta\varepsilon\,|\mathbf E|^2\,dV}{\int\varepsilon|\mathbf E|^2\,dV},\tag{1}$$
where $\mathbf E$ is the field of the unperturbed mode.
2. When a wall moves by $h$, $\Delta\varepsilon$ is large, but it differs from zero only in a shell of thickness $|h|$.
3. The shell volume is of order $h$. The change of the field inside it is also small, so it matters only at order $h^2$, and (1) is correct to first order in $h$.

For walls displaced outward by 1 nm the authors obtain a shift of $-93.6$ meV. Steps 1 and 2 are acceptable. Step 3 needs proof, and a simple case casts doubt on it.

Slide every ridge sideways by 1 nm without changing its width. The whole grating has been translated, so no frequency can change. Equation (1) sees diamond added at one wall of each ridge, where the unperturbed field is that of air, and diamond removed at the other, where it is that of diamond. These intensities differ whenever the field has a component normal to the wall, so the two contributions do not cancel. What, then, is the correct first-order shift?

**An identity without approximation**

I use Gaussian atomic units, with $\hbar=1$ and $c\approx137.036$, and the time factor $e^{-i\omega t}$. The media are lossless, isotropic, non-magnetic and, for now, free of dispersion, so $\varepsilon$ is real and $\mathbf D=\varepsilon\mathbf E$. The old mode obeys
$$\nabla\times\mathbf E=\frac{i\omega}{c}\mathbf H,\qquad \nabla\times\mathbf H=-\frac{i\omega}{c}\varepsilon\mathbf E.\tag{2}$$
The new mode obeys the same equations with primes on $\omega,\varepsilon,\mathbf E,\mathbf H$. The rule $\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B$ and the complex conjugate of (2) give
$$\nabla\cdot(\mathbf E^*\times\mathbf H')=-\frac{i\omega}{c}\mathbf H^*\cdot\mathbf H'+\frac{i\omega'}{c}\varepsilon'\mathbf E^*\cdot\mathbf E',$$
$$\nabla\cdot(\mathbf E'\times\mathbf H^*)=\frac{i\omega'}{c}\mathbf H^*\cdot\mathbf H'-\frac{i\omega}{c}\varepsilon\,\mathbf E^*\cdot\mathbf E'.$$

Add these and integrate over the volume of the mode. The left side becomes a flux through the outer surface. It vanishes if that surface is a perfect conductor, if the fields decay before reaching it, or if the volume is a unit cell and both modes have the same Bloch wavevector. Interfaces inside the volume contribute nothing, because the flux contains only tangential fields, which are continuous. Hence
$$0=(\omega'-\omega)\int\mathbf H^*\cdot\mathbf H'\,dV+\int(\omega'\varepsilon'-\omega\varepsilon)\,\mathbf E^*\cdot\mathbf E'\,dV.\tag{3}$$
Writing $\omega'\varepsilon'-\omega\varepsilon=\omega'(\varepsilon'-\varepsilon)+(\omega'-\omega)\varepsilon$ and solving for the shift,
$$\omega'-\omega=-\omega'\,\frac{\int(\varepsilon'-\varepsilon)\,\mathbf E^*\cdot\mathbf E'\,dV}{\int(\varepsilon\,\mathbf E^*\cdot\mathbf E'+\mathbf H^*\cdot\mathbf H')\,dV}.\tag{4}$$

This holds for any size of the change. Its numerator contains one old field and one new field. The manuscript replaces the new field by the old one, which is legitimate only if the two agree to leading order in the region where $\varepsilon'-\varepsilon\neq0$.

**The field in the swept shell**

Let the interface separate $\varepsilon_1$ from $\varepsilon_2$, and count $h$ as positive where medium 1 grows. The interface is smooth, and $|h|$ is small compared with its radius of curvature and with the distances over which the fields vary. The mode is non-degenerate, so it changes continuously with $h$.

The denominator of (4) is simple. Outside the shell the new fields tend to the old ones, and the shell volume tends to zero, so the denominator tends to $\int(\varepsilon|\mathbf E|^2+|\mathbf H|^2)dV$. The two terms are equal: setting the new mode equal to the old one in the second divergence above gives
$$\nabla\cdot(\mathbf E\times\mathbf H^*)=\frac{i\omega}{c}\left(|\mathbf H|^2-\varepsilon|\mathbf E|^2\right),$$
whose left side integrates to zero. The denominator therefore tends to $2\int\varepsilon|\mathbf E|^2dV$.

The numerator needs more care. The tangential field $\mathbf E_t$ and the normal displacement $D_n$ are continuous across an interface. As $h\to0$ their new values in the shell tend to their old values at the wall. The normal electric field does not share this property, because it is $D_n$ divided by the local permittivity, and the material in the shell has been exchanged.

For $h>0$ the shell held medium 2 and now holds medium 1:
$$E_n=\frac{D_n}{\varepsilon_2},\qquad E_n'\to\frac{D_n}{\varepsilon_1}.\tag{5}$$
The ratio $E_n'/E_n$ tends to $\varepsilon_2/\varepsilon_1$, not to 1, however thin the shell is. This is the error in step 3: the change of the field in the shell is of order one, so its product with the shell volume is of order $h$.

The product required by (4) is
$$\mathbf E^*\cdot\mathbf E'\to|\mathbf E_t|^2+\frac{|D_n|^2}{\varepsilon_1\varepsilon_2}.\tag{6}$$
For $h<0$ the materials in (5) change places and the product is the same. The permittivity change is $\varepsilon_1-\varepsilon_2$ for growth and $\varepsilon_2-\varepsilon_1$ for shrinkage, while the shell volume per area is $|h|$. In both cases their product is $(\varepsilon_1-\varepsilon_2)h$. Thus, to first order,
$$\boxed{\frac{\Delta\omega}{\omega}=-\frac12\,\frac{\oint h\,(\varepsilon_1-\varepsilon_2)\left[|\mathbf E_t|^2+\dfrac{|D_n|^2}{\varepsilon_1\varepsilon_2}\right]dA}{\int\varepsilon|\mathbf E|^2dV}.}\tag{7}$$

Since $(\varepsilon_1-\varepsilon_2)/(\varepsilon_1\varepsilon_2)=1/\varepsilon_2-1/\varepsilon_1$, the tangential part is the change of $\varepsilon$ at given $\mathbf E_t$, and the normal part is the change of $-1/\varepsilon$ at given $D_n$. Each component is weighted by the quantity that survives the exchange of material.

Equation (7) is linear in $h$, and the translated grating now causes no difficulty. By the mirror symmetry of a ridge, the bracket has equal values at its two walls, while $h$ has opposite signs, so the contributions cancel.

**How large the error is**

Take a wall on which the ratio
$$\rho=\frac{|D_n|^2}{\varepsilon_1\varepsilon_2|\mathbf E_t|^2}$$
is uniform. The manuscript's recipe uses $|D_n|^2/\varepsilon_2^2$ for growth and $|D_n|^2/\varepsilon_1^2$ for shrinkage. Divided by the correct result, its predictions are
$$R_{\rm grow}=\frac{1+(\varepsilon_1/\varepsilon_2)\rho}{1+\rho},\qquad R_{\rm shrink}=\frac{1+(\varepsilon_2/\varepsilon_1)\rho}{1+\rho}.\tag{8}$$
Both are 1 for a purely tangential field, $\rho=0$. For a dominant normal field they approach $\varepsilon_1/\varepsilon_2$ and $\varepsilon_2/\varepsilon_1$. They also approach 1 when the contrast is weak. Because they differ from each other, the recipe predicts a kink at $h=0$ in a frequency that varies smoothly.

Averaging the intensities on the two sides removes the kink but not the error. It replaces $1/(\varepsilon_1\varepsilon_2)$ by $\frac12(1/\varepsilon_1^2+1/\varepsilon_2^2)$, which is larger by $\frac12(1/\varepsilon_1-1/\varepsilon_2)^2$.

**The grating, worked through**

The ridges are $w=100$ nm wide and the slots $g=60$ nm, so the period is 160 nm. Diamond has the rough index 2.41, hence $\varepsilon_1=5.808$, and air has $\varepsilon_2=1$. Let $x$ be normal to the walls and let the light run along $y$, in the plane of the walls. The ridges are at first unbounded in height. The mode has
$$H_z=u(x)e^{iqy},$$
with the same phase in every period and $u$ even about the centres of ridge and slot.

With $k=\omega/c$, the second equation in (2) gives $iqu=-ik\varepsilon E_x$ and $-u'=-ik\varepsilon E_y$, apart from the factor $e^{iqy}$; here $u'=du/dx$. Therefore
$$D_x=-\frac{q}{k}u,\qquad E_y=-\frac{i}{k}\frac{u'}{\varepsilon}.\tag{9}$$
The first equation in (2) then requires $u''=(q^2-\varepsilon k^2)u$ in each material. The even solutions are $\cos k_1x$ about the ridge centre and a multiple of $\cosh\kappa s$ about the slot centre, where $s$ is the distance from that centre and
$$k_1^2=\varepsilon_1k^2-q^2,\qquad\kappa^2=q^2-k^2.$$
Continuity of $u$ and of $u'/\varepsilon$ at the wall gives
$$\frac{k_1}{\varepsilon_1}\tan\frac{k_1w}{2}=\kappa\tanh\frac{\kappa g}{2}.\tag{10}$$

At 1.95 eV the vacuum wavelength is 635.8 nm, so $k=0.009882$ nm$^{-1}$. Equation (10) gives $q=0.015394$ nm$^{-1}$, an effective index $q/k=1.558$. Then $k_1=0.01817$ nm$^{-1}$ and $\kappa=0.01180$ nm$^{-1}$, and both sides of (10) equal $0.00401$ nm$^{-1}$.

At the wall, (9) gives
$$\left|\frac{D_n}{E_t}\right|=\frac{q}{0.00401\ {\rm nm}^{-1}}=3.84,\qquad \rho=\frac{3.836^2}{5.808}=2.53.$$
The normal part of the correct bracket is thus two and a half times the tangential part.

The shift follows from half a period, which contains one wall. With $u=1$ at the ridge centre, $u=\cos(k_1w/2)=0.615$ at the wall, so $|E_t|^2=(0.00401\times0.615/0.00988)^2=0.0623$. The equality of electric and magnetic energy turns the denominator into $\int u^2dx$:
$$\frac w4+\frac{\sin k_1w}{4k_1}+\frac{\cos^2(k_1w/2)}{\cosh^2(\kappa g/2)}\left[\frac g4+\frac{\sinh\kappa g}{4\kappa}\right]=38.3+10.5=48.8\ {\rm nm}.$$
Both walls of every ridge move outward by $h$, and $q$ is held fixed. Equation (7) gives
$$\frac{1}{\omega}\frac{d\omega}{dh}=-\frac{4.808\times0.0623\times3.533}{2\times48.8\ {\rm nm}}=-0.01085\ {\rm nm}^{-1}.$$
Multiplied by 1950 meV, this is $-21.16$ meV/nm. Solving (10) again with slightly displaced walls gives the same slope, $-21.16$ meV/nm.

The manuscript's recipe gives $-94.11$ meV/nm for growth and $-8.60$ meV/nm for shrinkage. The ratios agree with (8):
$$R_{\rm grow}=\frac{1+5.808\times2.533}{3.533}=4.45,\qquad R_{\rm shrink}=\frac{1+2.533/5.808}{3.533}=0.41.$$
The two-sided average is still too large by a factor of 2.43.

For the translated grating, each wall contributes half of a slope quoted for two walls. The recipe predicts $\frac12(-94.11+8.60)\approx-43$ meV, to first order, for a displacement of 1 nm, where the true shift is zero.

Finite displacements show what first order leaves out. All shifts are in meV at fixed $q$, and "solved" means obtained from (10) with moved walls.

| $h$ (nm) | solved | equation (7) | manuscript |
|---|---|---|---|
| $+1$ | $-21.06$ | $-21.16$ | $-93.56$ |
| $-1$ | $+21.27$ | $+21.16$ | $+8.58$ |
| $+5$ | $-103.5$ | $-105.8$ | $-457.4$ |
| $-5$ | $+108.5$ | $+105.8$ | $+42.4$ |

Half the sum of the solved shifts for $\pm h$ isolates the part even in $h$. It is 0.10 meV at 1 nm and 2.5 meV at 5 nm, a growth by about 25, as expected of a quadratic term. Relative to the solved shift, (7) errs by about 0.5% at 1 nm and 2 to 3% at 5 nm. In wavelength, the solved shift for $h=+1$ nm is $+6.9$ nm.

**Where the manuscript's formula is right**

In the same grating, a mode with $\mathbf E$ along $z$ has no normal field at the walls. At the same starting energy, and with its own $q$ held fixed, its slope is $-11.44$ meV/nm, and the recipe agrees with the solved result for both signs of $h$. Success with this polarization therefore says nothing about the other one.

The second case is weak contrast. With $\varepsilon_1=1.05$ in place of diamond, the recipe overstates the shift for growth by 5.0%. This is the upper limit $\varepsilon_1/\varepsilon_2$ of (8), so the normal field dominates there.

The third case is a small index change with fixed walls. Then $\mathbf E'\to\mathbf E$ throughout the region where $\varepsilon$ changes, and (4) reduces to (1). Suppose the index falls by 0.003. The electric energy share in diamond is 0.467, and $\Delta\varepsilon/\varepsilon_1\approx-2\times0.003/2.41$, so
$$\Delta\omega\approx0.467\times\frac{0.003}{2.41}\times1950\ {\rm meV}=1.13\ {\rm meV}.$$
Solving (10) with the new index gives 1.135 meV. What separates this case from a moved wall is the size of the local change in $\varepsilon$, not the size of the frequency shift.

**A curved wall and a displacement of both signs**

A flat wall with uniform $h$ does not probe all of (7). Consider a cylinder of the same permittivity and radius $a$, in air, on the axis of a conducting tube of radius $2a$. The magnetic field lies along the axis and varies as $\cos\theta$; the mode studied has $ka=0.693$. Then $|E_t|^2\propto\cos^2\theta$ and $|D_n|^2\propto\sin^2\theta$ at the wall.

For uniform growth by $\delta$, the relative shift divided by $\delta/a$ is $-0.441$, both from (7) and from matching the fields on the displaced wall. The recipe gives $-2.547$. Because the displacement is uniform, (8) holds here with $\rho$ formed from the averages of $|D_n|^2$ and $|\mathbf E_t|^2$ over the wall. The ratio 5.77 is close to $\varepsilon_1=5.81$, which means that the normal field dominates.

Now deform the wall to $r=a+\delta\cos2\theta$ with $\delta>0$. The undeformed tube also has a $\sin\theta$ mode of equal frequency, but the deformation keeps the mirror line $\theta=0$, so the two modes do not mix and (7) applies to each. Matching the fields on the deformed wall gives $+0.217$, as does (7). The recipe gives $-0.132$, which has the wrong sign.

The averages over the circle explain this. In (7) the dominant normal part carries
$$\frac{\langle\cos2\theta\,\sin^2\theta\rangle}{\varepsilon_1}=-\frac{0.25}{5.81}=-0.043,$$
and the prefactor $-\frac12(\varepsilon_1-1)$ makes the shift positive. The recipe weights the growing and shrinking parts differently. With $\sin^2\theta=\frac12(1-\cos2\theta)$, they contribute
$$\frac12\left(\frac1\pi-\frac14\right)-\frac{1}{2\varepsilon_1^2}\left(\frac1\pi+\frac14\right)=0.034-0.008=+0.026.$$
The weak normal field near $\theta=0$ and $\pi$ is counted at its full value in air, and outweighs the stronger field on the shrinking sides.

**Bearing on a real diamond grating**

The model leaves out several things.

*Dispersion.* In (3), $\omega'\varepsilon(\omega')-\omega\varepsilon(\omega)\approx(\omega'-\omega)\,\partial(\omega\varepsilon)/\partial\omega$, so this derivative replaces $\varepsilon$ in the electric part of the denominator of (4). For a rough group index $n_g=2.48$, $\omega\,\partial\varepsilon_1/\partial\omega=2n(n_g-n)=0.337$. The denominator grows by the factor $1+\frac12(0.337/5.808)\times0.467=1.014$, and the slope becomes $-20.88$ meV/nm.

*Height.* Real ridges end. Treated as a uniform free-standing slab of index 1.558 and height 500 nm, the grating has about 2% of the mode's electric energy outside it. The denominator of (7) contains the electric energy, so this suggests a correction to the slope of similar size, but it is an estimate, not a solution for finite ridges. It omits the fields at the top and bottom edges, where the smooth-wall assumption behind (7) fails. In the same estimate the share outside rises to about 8% at a height of 250 nm and 20% at 150 nm. A substrate matters more: on silica (index about 1.46) the same estimate gives a share of 15 to 16% at 500 nm and no guided mode at 150 nm, and on a diamond substrate, whose index 2.41 exceeds 1.558, the mode is not guided at all.

*Temperature.* If the rough room-temperature coefficients, $10^{-5}$ K$^{-1}$ for the index and $10^{-6}$ K$^{-1}$ for expansion, are not exceeded on the way down, cooling by 300 K raises the energy by at most about 1.1 meV through the index. Contraction adds at most about 0.6 meV if $q$ scales inversely with the lengths. Both are small beside 21 meV for 1 nm of wall displacement.

For free-standing ridges about 500 nm high, none of these corrections approaches the factor of 4.45 at issue. For much thinner ridges, or ridges on a substrate, the slope must be computed from the fields of the actual mode.

**Requested revision**

The authors should replace (1) by (7) for the displaced walls and state that $q$ is held fixed. Their shift of $-93.6$ meV then becomes $-21.2$ meV, against $-21.1$ meV from the solved dispersion relation. They may keep (1) for the thermal change of index. If they extend the study to degenerate modes that the displacement mixes, (7) must become a matrix, with products of the fields of two modes in place of the squared magnitudes. The check's output lists the main numerical results of this comment.

## Computed values

```
speed of light: 137.036 atomic units
period 160 nm, ridge 100 nm, slot 60 nm
diamond index 2.41, permittivity 5.8081 (rough)
photon energy 1.95 eV, wavelength 635.82 nm
in-plane wavevector q 0.015394 1/nm, effective index 1.5578
finite-element photon energy 1.950004 eV
electric energy share in diamond 0.4673
wall |Dn/Et| 3.8359
wall |Dn|^2/(eps1 eps2 |Et|^2) 2.5334
new/old normal E in thin shell 0.1722, 1/eps1 0.1722
new/old tangential E in thin shell 1.0000
slope exact -21.1609 meV/nm
slope correct formula -21.1609 meV/nm
slope naive, growth -94.1095 meV/nm
slope naive, shrinkage -8.6011 meV/nm
naive/exact for h->0: growth 4.447, shrinkage 0.406
two-sided naive average/correct 2.427
h +1 nm: exact -21.061, correct -21.161, naive -93.555 meV
h -1 nm: exact +21.265, correct +21.161, naive +8.577 meV
h +5 nm: exact -103.521, correct -105.804, naive -457.399 meV
h -5 nm: exact +108.523, correct +105.804, naive +42.399 meV
h +1 nm: exact wavelength shift +6.942 nm
tangential-E mode: slope -11.4361 meV/nm, naive/exact 1.0000
weak contrast eps1 1.05: naive/exact, growth 1.0500
group index 2.48 (rough): slope with dispersion -20.8775 meV/nm
dispersion changes slope by -1.34 percent
cooling by 300 K, rough dn/dT 1e-05 1/K, expansion 1e-06 1/K
cooling, index part, at most: exact 1.135 meV
cooling, index part, volume formula 1.134 meV
cooling, contraction part, at most 0.585 meV
ridge height 500 nm: energy outside slab 1.77 percent
index along ridges at that height 1.4847
cylinder in tube: tube/cylinder radius 2.0, k*radius 0.69314
cylinder uniform growth, (dw/w)/(delta/radius):
  exact -0.44115, correct -0.44115, naive -2.54718
cylinder cos 2theta, (dw/w)/(delta/radius):
  exact 0.21744, correct 0.21744, naive -0.13249
```
